**Cosine-squared repulsion of p lone pairs across a chalcogen bond**

Two filled p lone pairs repel by \(\Delta E=4S(\alpha S-\beta)/(1-S^2)\), where \(S=S_\pi\cos\phi\) is their overlap, \(\beta=\beta_\pi\cos\phi\) their coupling, \(\alpha\) their level and \(\phi\) the dihedral angle. To leading order this is \(4S_\pi B\cos^2\phi\) with \(B=\alpha S_\pi-\beta_\pi\), which the text calls \(\Lambda\). The program asserts the cosine and sine laws for overlap and core-Hamiltonian integrals at real H₂Se₂ geometries. It compares the repulsion formula, its fourth-order remainder, the four-orbital sum and the donation formula with generalized diagonalization. For H₂Se₂ at the RHF/def2-SVP level it asserts that \(B\) is positive and that the pair term departs from a cosine square by less than 25% of its mean planar value; the output shows 0.9%. The leading planar repulsion is 0.902 eV, while the cosine-squared part of the whole torsional energy is 0.276 eV. The output also sizes the mean-field response, MP2 correlation, Se–Se bond relaxation and the thermal spread of the dihedral angle.

## Numerical verification

```python
# Result under test: two filled p lone pairs on bonded two-coordinate atoms
# repel as dE = 4 S (alpha S - beta)/(1 - S^2), with S = S_pi cos(phi) and
# beta = beta_pi cos(phi); to leading order dE ~ cos(phi)^2, least at 90 deg.
# phi: dihedral angle; S: overlap; alpha: lone-pair level; beta: coupling;
# S_pi, beta_pi: values at phi = 0. Example: H2Se2 as a model Se-Se link.
import numpy as np
from scipy.constants import physical_constants, k, e, N_A
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
HARTREE = physical_constants["Hartree energy in eV"][0]
KJMOL = e * N_A / 1000.0
BASIS = "def2-svp"
R_SESE, R_SEH, ANGLE = 0.234, 0.147, 95.0      # nm, nm, degrees


def positions(phi_deg, r_sese=R_SESE):
    """Rows: Se_A, Se_B, H_A, H_B in nm."""
    phi, th = np.radians([phi_deg, ANGLE])
    a, b = np.zeros(3), np.array([0, 0, r_sese])
    ha = a + R_SEH * np.array([np.sin(th), 0, np.cos(th)])
    hb = b + R_SEH * np.array([np.sin(th) * np.cos(phi),
                               np.sin(th) * np.sin(phi), -np.cos(th)])
    return np.array([a, b, ha, hb])


def molecule(symbols, xyz_nm):
    return gto.M(atom=[(s, tuple(10 * x)) for s, x in zip(symbols, xyz_nm)],
                 unit="Angstrom", basis=BASIS, verbose=0)


def p_indices(mol, atom, axis):
    return [i for i, lab in enumerate(mol.ao_labels(fmt=False))
            if lab[0] == atom and lab[2].endswith("p") and lab[3] == axis]


def run_hf(mol):
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-9
    mf.kernel()
    assert mf.converged
    return mf


# Lone-pair shape: HOMO of H2Se (molecule in the yz plane), p functions only
half = np.radians(ANGLE / 2)
h2se = molecule(["Se", "H", "H"], np.array([
    [0, 0, 0],
    [0, R_SEH * np.sin(half), R_SEH * np.cos(half)],
    [0, -R_SEH * np.sin(half), R_SEH * np.cos(half)]]))
mf_h2se = run_hf(h2se)
px = p_indices(h2se, 0, "x")
shape = mf_h2se.mo_coeff[px, h2se.nelectron // 2 - 1]
p_norm = shape @ h2se.intor("int1e_ovlp")[np.ix_(px, px)] @ shape
assert p_norm > 0.9            # the HOMO really is a p lone pair
shape = shape / np.sqrt(p_norm)


def p_orbital(mol, atom, direction):
    vec = np.zeros(mol.nao)
    for axis, component in zip("xyz", direction):
        vec[p_indices(mol, atom, axis)] = shape * component
    return vec


def frame(xyz):
    """Plane normals and in-plane perpendicular directions from positions."""
    z = (xyz[1] - xyz[0]) / np.linalg.norm(xyz[1] - xyz[0])
    normals, inplane = [], []
    for atom, hyd in ((0, 2), (1, 3)):
        bond = xyz[hyd] - xyz[atom]
        n = np.cross(z, bond)
        n = n / np.linalg.norm(n)
        normals.append(n)
        inplane.append(np.cross(n, z))
    return normals, inplane


# --- angular laws of overlap and coupling, from integrals at real geometries
def integrals(phi_deg):
    xyz = positions(phi_deg)
    mol = molecule(["Se", "Se", "H", "H"], xyz)
    normals, inplane = frame(xyz)
    a, b = p_orbital(mol, 0, normals[0]), p_orbital(mol, 1, normals[1])
    t_b = p_orbital(mol, 1, inplane[1])
    s = mol.intor("int1e_ovlp")
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return np.array([a @ s @ b, a @ h @ b, a @ s @ t_b, a @ h @ t_b])


at0, at90 = integrals(0), integrals(90)
angular_error = 0.0
for phi in (20, 50, 77, 110, 160):
    c, s = np.cos(np.radians(phi)), np.sin(np.radians(phi))
    law = np.array([at0[0] * c, at0[1] * c, at90[2] * s, at90[3] * s])
    angular_error = max(angular_error, np.abs(integrals(phi) - law).max())
assert angular_error < 1e-7


# --- repulsion formula against generalized diagonalization
def filled_energy(h, s):
    return 2 * eigh(h, s, eigvals_only=True).sum()


def repulsion(alpha_a, alpha_b, beta, s):
    return 2 * ((alpha_a + alpha_b) * s**2 - 2 * beta * s) / (1 - s**2)


for aa, ab, beta, s in ((-9, -9, -2.4, 0.15), (-9, -7.5, -1.9, 0.2)):
    direct = filled_energy(np.array([[aa, beta], [beta, ab]]),
                           np.array([[1, s], [s, 1]])) - 2 * (aa + ab)
    assert abs(direct - repulsion(aa, ab, beta, s)) < 1e-10


def remainder(s, alpha=-9.0, ratio=-16.0):
    direct = filled_energy(np.array([[alpha, ratio * s], [ratio * s, alpha]]),
                           np.array([[1, s], [s, 1]])) - 4 * alpha
    return direct - 4 * s * (alpha * s - ratio * s)


order = np.log2(remainder(0.1) / remainder(0.05))
assert abs(order - 4) < 0.05   # what is left out is of fourth order


# --- two filled orbitals per atom: normal p, and in-plane with pi amplitude c
def four_orbital(phi, c2, g, s_pi=0.01, alpha=-9.0, ratio=-16.0):
    x, y = s_pi * np.cos(phi), s_pi * np.sin(phi)
    c = np.sqrt(c2)
    block = np.array([[x, c * y], [-c * y, g + c2 * x]])
    s = np.block([[np.eye(2), block], [block.T, np.eye(2)]])
    h = ratio * s + (alpha - ratio) * np.eye(4)
    return (filled_energy(h, s) - 8 * alpha) / (4 * (alpha - ratio))


for c2, g in ((0.0, 0.0), (0.4, 0.002), (1.0, 0.0)):
    for phi in (0.3, 1.2, 2.5):
        law = (g**2 + 2 * c2 * 1e-4 + (1 - c2)**2 * 1e-4 * np.cos(phi)**2
               + 2 * g * c2 * 0.01 * np.cos(phi))
        assert abs(four_orbital(phi, c2, g) / law - 1) < 2e-3
found = minimize_scalar(lambda p: 1e4 * four_orbital(p, 0.4, 0.002),
                        bounds=(0.5, 2.8), method="bounded").x
shifted = np.arccos(-0.002 * 0.4 / (0.6**2 * 0.01))
assert abs(found - shifted) < 5e-3

# --- donation into an empty orbital: second-order lowering per electron
don, acc, bt, sv = -9.0, 2.0, -0.4, 0.02
lowest = eigh(np.array([[don, bt], [bt, acc]]),
              np.array([[1, sv], [sv, 1]]), eigvals_only=True)[0]
assert abs((don - lowest) / ((bt - don * sv)**2 / (acc - don)) - 1) < 0.01

# --- H2Se2: pair repulsion from the Fock operator, and full torsional curve
angles = np.array([0, 45, 90, 135, 180])
cos2 = np.cos(np.radians(angles))**2
fields, rows = {}, []
for phi in angles:
    xyz = positions(phi)
    mol = molecule(["Se", "Se", "H", "H"], xyz)
    mf = run_hf(mol)
    fields[int(phi)] = mf
    normals, _ = frame(xyz)
    orb = np.array([p_orbital(mol, i, normals[i]) for i in (0, 1)]).T
    ovlp, fock, dens = mf.get_ovlp(), mf.get_fock(), mf.make_rdm1()
    s2, f2 = orb.T @ ovlp @ orb, orb.T @ fock @ orb * HARTREE
    pair = repulsion(f2[0, 0], f2[1, 1], f2[0, 1], s2[0, 1])
    change = 2 * orb @ (np.linalg.inv(s2) - np.eye(2)) @ orb.T
    assert abs(np.sum(fock * change) * HARTREE - pair) < 1e-6
    vj, vk = mf.get_jk(mol, change)
    response = -0.5 * np.sum(change * (vj - 0.5 * vk)) * HARTREE
    occupied = orb[:, 0] @ ovlp @ dens @ ovlp @ orb[:, 0] / 2
    rows.append([s2[0, 1], (f2[0, 0] + f2[1, 1]) / 2, f2[0, 1], pair,
                 response, occupied, mf.e_tot * HARTREE])
    if phi == 0:
        levels = []
        for sign in (1, -1):
            combo = orb[:, 0] + sign * orb[:, 1]
            nocc = mol.nelectron // 2
            weight = np.abs(mf.mo_coeff[:, :nocc].T @ ovlp @ combo)
            actual = mf.mo_energy[np.argmax(weight)] * HARTREE
            model = (rows[0][1] + sign * f2[0, 1]) / (1 + sign * s2[0, 1])
            levels.append((model, actual))
            assert abs(model - actual) < 0.5
S, alpha, beta, pair, response, occupied, total = np.array(rows).T
s_pi, b_factor = S[0], alpha[0] * S[0] - beta[0]
assert s_pi > 0 and b_factor > 0
leading = 4 * s_pi * b_factor
pair_mean = (pair[0] + pair[-1]) / 2
shape_error = np.abs(pair - pair_mean * cos2).max() / pair_mean
assert shape_error < 0.25      # real field is not exactly additive
assert occupied.min() > 0.9


def cos2_part(e0, e90, e180):
    """Coefficient of cos^2; odd harmonics cancel."""
    return (e0 + e180) / 2 - e90


v_hf = cos2_part(total[0], total[2], total[4])
rad = np.radians(angles)
coef = np.linalg.solve(np.cos(np.outer(rad, range(5))), total - total[2])
fine = np.linspace(0, np.pi, 3601)
phi_min = np.degrees(fine[np.argmin(np.cos(np.outer(fine, range(5))) @ coef)])
assert v_hf > 0 and 60 < phi_min < 120

e_mp2 = []
for phi in (0, 90, 180):       # 28 core orbitals: Ar shells and 3d on each Se
    pt = mp.MP2(fields[phi], frozen=28)
    pt.verbose = 0
    pt.kernel()
    e_mp2.append((fields[phi].e_tot + pt.e_corr) * HARTREE)
v_mp2 = cos2_part(*e_mp2)

e_relaxed, r_relaxed = [], []
for phi in (0, 90, 180):
    steps = np.array([-0.008, 0.0, 0.008])
    en = [0.0 if d == 0 else
          (run_hf(molecule(["Se", "Se", "H", "H"],
                           positions(phi, R_SESE + d))).e_tot
           - fields[phi].e_tot) * HARTREE for d in steps]
    q2, q1, q0 = np.polyfit(steps, en, 2)
    assert q2 > 0
    r_relaxed.append(R_SESE - q1 / (2 * q2))
    e_relaxed.append(fields[phi].e_tot * HARTREE + q0 - q1**2 / (4 * q2))
v_relaxed = cos2_part(*e_relaxed)
assert v_relaxed > 0


def thermal_spread(temperature):
    weight = np.exp(-v_relaxed * np.cos(fine)**2 / (k * temperature / e))
    return np.degrees(np.sqrt(np.sum(weight * (fine - np.pi / 2)**2)
                              / np.sum(weight)))


print(f"Se-Se, Se-H lengths: {R_SESE:.3f}, {R_SEH:.3f} nm; angle {ANGLE:.0f} deg")
print(f"p-function norm in H2Se HOMO: {p_norm:.4f}")
print(f"largest error of cos/sin laws: {angular_error:.1e} (atomic units)")
print(f"order of remainder in overlap: {order:.3f}")
print(f"four-orbital test minimum: direct {np.degrees(found):.2f},"
      f" formula {np.degrees(shifted):.2f} deg")
print(f"S_pi: {s_pi:.4f}")
print(f"alpha at phi=0: {alpha[0]:.3f} eV; beta_pi: {beta[0]:.3f} eV")
print(f"B = alpha S_pi - beta_pi: {b_factor:.3f} eV")
for name, (model, actual) in zip(("in-phase", "out-of-phase"), levels):
    print(f"{name} level, phi=0: model {model:.3f}, RHF {actual:.3f} eV")
print(f"leading repulsion 4 S_pi B: {leading:.4f} eV"
      f" = {leading * KJMOL:.1f} kJ/mol")
print(f"full two-orbital repulsion, phi=0: {pair[0]:.4f} eV")
print(f"relative higher-order part, phi=0: {100*(pair[0]/leading-1):.2f} %")
print("phi(deg)  S  alpha(eV)  beta(eV)  pair(eV)  leading*cos^2(eV)")
for i, phi in enumerate(angles):
    print(f"{phi:4d} {S[i]:8.4f} {alpha[i]:8.3f} {beta[i]:8.3f}"
          f" {pair[i]:8.4f} {leading * cos2[i]:8.4f}")
print(f"largest departure of pair term from cos^2: {100*shape_error:.1f} %"
      " of its mean planar value")
print("mean-field response to add to pair term (eV), same angles:")
print("  " + "  ".join(f"{x:.4f}" for x in response))
print(f"smallest lone-pair share in occupied space: {occupied.min():.4f}")
print("RHF total energy relative to 90 deg (eV), same angles:")
print("  " + "  ".join(f"{x:.4f}" for x in total - total[2]))
print(f"RHF curve minimum (five-term cosine series): {phi_min:.1f} deg")
print(f"cos^2 part of whole torsion, RHF rigid: {v_hf:.4f} eV"
      f" = {v_hf * KJMOL:.1f} kJ/mol")
print(f"same, valence MP2 rigid: {v_mp2:.4f} eV")
print(f"same, RHF with relaxed Se-Se: {v_relaxed:.4f} eV")
print("relaxed Se-Se at 0, 90, 180 deg (nm): "
      + ", ".join(f"{r:.4f}" for r in r_relaxed))
print(f"pair term / whole cos^2 part (RHF rigid): {pair_mean / v_hf:.2f}")
for temperature in (300, 358):
    print(f"T = {temperature} K: kT = {k * temperature / e:.4f} eV,"
          f" rms dihedral spread {thermal_spread(temperature):.1f} deg")
print("checks complete")
```

Printed output:

```
Se-Se, Se-H lengths: 0.234, 0.147 nm; angle 95 deg
p-function norm in H2Se HOMO: 0.9887
largest error of cos/sin laws: 8.9e-16 (atomic units)
order of remainder in overlap: 4.011
four-orbital test minimum: direct 102.84, formula 102.84 deg
S_pi: 0.1661
alpha at phi=0: -10.142 eV; beta_pi: -3.043 eV
B = alpha S_pi - beta_pi: 1.358 eV
in-phase level, phi=0: model -11.306, RHF -11.385 eV
out-of-phase level, phi=0: model -8.513, RHF -8.538 eV
leading repulsion 4 S_pi B: 0.9022 eV = 87.0 kJ/mol
full two-orbital repulsion, phi=0: 0.9278 eV
relative higher-order part, phi=0: 2.84 %
phi(deg)  S  alpha(eV)  beta(eV)  pair(eV)  leading*cos^2(eV)
   0   0.1661  -10.142   -3.043   0.9278   0.9022
  45   0.1175  -10.172   -2.151   0.4557   0.4511
  90   0.0000  -10.195    0.000  -0.0000   0.0000
 135  -0.1175  -10.164    2.152   0.4565   0.4511
 180  -0.1661  -10.140    3.045   0.9298   0.9022
largest departure of pair term from cos^2: 0.9 % of its mean planar value
mean-field response to add to pair term (eV), same angles:
  0.2957  0.1485  -0.0000  0.1485  0.2957
smallest lone-pair share in occupied space: 0.9952
RHF total energy relative to 90 deg (eV), same angles:
  0.3135  0.1462  0.0000  0.1192  0.2387
RHF curve minimum (five-term cosine series): 90.1 deg
cos^2 part of whole torsion, RHF rigid: 0.2761 eV = 26.6 kJ/mol
same, valence MP2 rigid: 0.2869 eV
same, RHF with relaxed Se-Se: 0.2592 eV
relaxed Se-Se at 0, 90, 180 deg (nm): 0.2392, 0.2350, 0.2380
pair term / whole cos^2 part (RHF rigid): 3.36
T = 300 K: kT = 0.0259 eV, rms dihedral spread 13.6 deg
T = 358 K: kT = 0.0309 eV, rms dihedral spread 15.2 deg
checks complete
```
